# Ewald summation of structure constants for a plane of atoms

**Problem: structure constants of a plane of atoms and the grazing beam**

Rydberg units are used: $E=k^2$, lengths in bohr, $\operatorname{Im}k\ge0$. The free Green function $G_0(\mathbf r)=-e^{ikr}/4\pi r$ obeys $(\nabla^2+E)G_0=\delta$. A lattice $\{\mathbf R\}$ with cell area $A$ and reciprocal vectors $\mathbf g$ lies in the plane $z=0$, and $\mathbf r=(\boldsymbol\rho,z)$. For a Bloch vector $\mathbf k_\parallel$, $G(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k_\parallel\cdot\mathbf R}G_0(\mathbf r-\mathbf R)$. For two atoms separated by an in-plane vector $\boldsymbol\tau$, put $\mathbf S=\mathbf R-\boldsymbol\tau$ and define the structure constants by

$$G(\mathbf r+\boldsymbol\tau)-\delta_{\tau0}G_0(\mathbf r)=\sum_L D_L\,j_l(kr)Y_L(\hat{\mathbf r}),\qquad L=(l,m),$$

for $r$ below the smallest nonzero $S$, with Condon–Shortley harmonics. The expansion $G_0(\mathbf r-\mathbf S)=-ik\sum_Lj_l(kr)h_l(kS)Y_L(\hat{\mathbf r})Y_L^*(\hat{\mathbf S})$, with $h_l$ the outgoing spherical Hankel function, gives $D_L=-ik\sum'e^{i\mathbf k_\parallel\cdot\mathbf R}h_l(kS)Y_L^*(\hat{\mathbf S})$, the prime omitting $\mathbf S=0$. Its terms fall as $e^{-S\operatorname{Im}k}/S$ while their number grows as $S\,dS$, so it converges absolutely only for $\operatorname{Im}k>0$; real $E$ means $E+i0$. Each $\mathbf g$ labels a beam with $\mathbf K=\mathbf k_\parallel+\mathbf g$, polar angle $\varphi_g$, $k_z=\sqrt{E-K^2}$, $\operatorname{Im}k_z\ge0$, and $\gamma=-ik_z$.

**(a) Split $G$ into a sum over $\mathbf R$ and a sum over $\mathbf g$, both with Gaussian convergence.**

*Solution.* For $\operatorname{Re}E<0$ the Fourier transform of $G_0$ is $1/(E-p^2)=-\int_0^\infty e^{(E-p^2)t}dt$. The inverse transform of $e^{-p^2t}$ is $(4\pi t)^{-3/2}e^{-r^2/4t}$, so

$$G_0=-\int_0^\infty dt\,(4\pi t)^{-3/2}e^{-r^2/4t+Et}.$$

Cut the integral at any $T>0$. For $t>T$ use Poisson summation: the in-plane sum is Bloch-periodic, and its Fourier coefficient at $\mathbf K$ is $1/A$ times the transform $e^{-K^2t}$ of one normalized Gaussian,

$$\sum_{\mathbf R}e^{i\mathbf k_\parallel\cdot\mathbf R}\frac{e^{-(\boldsymbol\rho-\mathbf R)^2/4t}}{4\pi t}=\frac1A\sum_{\mathbf g}e^{i\mathbf K\cdot\boldsymbol\rho-K^2t}.$$

With $K^2-E=\gamma^2$, $G=G_>+G_<$ where

$$G_>=-\frac1A\sum_{\mathbf g}e^{i\mathbf K\cdot\boldsymbol\rho}\int_T^\infty\frac{dt}{\sqrt{4\pi t}}e^{-z^2/4t-\gamma^2t},\qquad G_<=-\sum_{\mathbf R}e^{i\mathbf k_\parallel\cdot\mathbf R}\int_0^T\frac{dt}{(4\pi t)^{3/2}}e^{-(\mathbf r-\mathbf R)^2/4t+Et}.$$

The terms fall as $e^{-K^2T}$ and $e^{-R^2/4T}$. $G_<$ is entire in $E$, since $t$ is bounded. In $G_>$ only the finitely many beams with $K^2\le\operatorname{Re}E$ need continuation. As $E$ goes from the negative axis through the upper half-plane to $E>K^2$, $\arg\gamma^2$ goes from $0$ to $-\pi$, which is the branch $\gamma=-ik_z$.

For $T\to0$ the integral is $\int\frac{dp}{2\pi}\frac{e^{ipz}}{p^2+\gamma^2}=\frac{e^{-\gamma|z|}}{2\gamma}$, and $-1/2\gamma=1/2ik_z$ gives the beam form

$$G=\sum_{\mathbf g}\frac{e^{i\mathbf K\cdot\boldsymbol\rho+ik_z|z|}}{2iAk_z}.$$

It converges exponentially only for $z\ne0$.

**(b) The pieces $G_>$ and $G_<$ do not solve the Helmholtz equation separately. Find a rule that gives $D_L$ piece by piece. Find also the recurrence and the analytic structure of $I_n(x)=\int_1^\infty u^{-n-1/2}e^{-xu}du$.**

*Solution.* Let $\mathcal Y_L^*(\mathbf v)$ be the polynomial $v^lY_L^*(\hat{\mathbf v})$, continued to complex arguments with its coefficients fixed. From $e^{i\mathbf p\cdot\mathbf r}=4\pi\sum_Li^lj_l(pr)Y_L(\hat{\mathbf r})Y_L^*(\hat{\mathbf p})$ and $j_l(x)\to x^l/(2l+1)!!$, the projection $\int Y_L^*e^{i\mathbf p\cdot\mathbf r}d\Omega$ starts at order $r^l$ with coefficient $4\pi\mathcal Y_L^*(i\mathbf p)/(2l+1)!!$. Since $\nabla\to i\mathbf p$, any smooth superposition $f$ of plane waves has coefficient $4\pi[\mathcal Y_L^*(\nabla)f](0)/(2l+1)!!$. The projection of the defining series is $D_Lj_l(kr)$, with coefficient $D_Lk^l/(2l+1)!!$. Hence

$$D_L=4\pi k^{-l}\,\mathcal Y_L^*(\nabla)\,[G(\mathbf r+\boldsymbol\tau)-\delta_{\tau0}G_0(\mathbf r)]_{\mathbf r=0},$$

which is linear and applies to each piece that is smooth at the origin.

The substitution $s=xu$ gives $I_n=x^{n-1/2}\Gamma(\tfrac12-n,x)$, so $I_0=\sqrt\pi\,\mathrm{erfc}(\sqrt x)/\sqrt x$. Integrating $u^{-n-1/2}$ by parts gives $(n-\tfrac12)I_n=e^{-x}-xI_{n-1}$. The analytic structure is

$$I_n(x)=\Gamma(\tfrac12-n)\,x^{n-1/2}-\sum_{j\ge0}\frac{(-x)^j}{j!\,(j-n+\frac12)}.$$

For $n=0$ this is $\int_0^\infty-\int_0^1$ with the exponential expanded. The recurrence carries it from $n-1$ to $n$. The first term reproduces itself because $\Gamma(\tfrac32-n)=(\tfrac12-n)\Gamma(\tfrac12-n)$. The coefficient of $(-x)^j/j!$ in $e^{-x}-xI_{n-1}$ is $1-\frac{j}{j-n+1/2}=-\frac{n-1/2}{j-n+1/2}$, as required. The series is entire, so the branch enters only through $\sqrt x$.

**(c) Obtain the contribution $D^{(1)}_L$ of $G_>$.**

*Solution.* With $\mu=|m|$, $F=\sqrt{(2l+1)(l+m)!(l-m)!}$, $\epsilon_m=(-1)^m$ for $m\ge0$ and $1$ for $m<0$, the solid harmonic is

$$\mathcal Y_L^*=\frac{F\epsilon_m}{\sqrt{4\pi}}\sum_p\frac{(-1)^p(x^2+y^2)^p(x\mp iy)^\mu z^{l-\mu-2p}}{2^{2p+\mu}\,p!\,(p+\mu)!\,(l-\mu-2p)!},$$

the upper sign for $m\ge0$. Acting on $e^{i\mathbf K\cdot\boldsymbol\rho}e^{-z^2/4t}$, $(x^2+y^2)^p\to(-K^2)^p$, which cancels $(-1)^p$, and $(x\mp iy)^\mu\to i^\mu K^\mu e^{-im\varphi_g}$. For either sign of $m$, $\epsilon_mi^\mu=i^{-m}$. Odd $z$-derivatives of the Gaussian vanish at $z=0$, so $l+m$ must be even; the even ones are $\partial_z^{2n}e^{-z^2/4t}|_0=(2n)!\,(-4t)^{-n}/n!$. Put $2n=l-\mu-2p$, so that $(2n)!$ cancels, $2p+\mu=l-2n$ and $2^{-(l-2n)}4^{-n}=2^{-l}$. The time integral is $\int_T^\infty t^{-n-1/2}e^{-\gamma^2t}dt=T^{1/2-n}I_n(\gamma^2T)$, and the constants give $4\pi(4\pi)^{-1/2}(4\pi)^{-1/2}=1$. The shift by $\boldsymbol\tau$ supplies $e^{i\mathbf K\cdot\boldsymbol\tau}$:

$$D^{(1)}_L=-\frac{i^{-m}F}{A(2k)^l}\sum_{\mathbf g}e^{i\mathbf K\cdot\boldsymbol\tau-im\varphi_g}\sum_{n=0}^{(l-\mu)/2}\frac{(-1)^nK^{l-2n}\,T^{1/2-n}I_n(\gamma^2T)}{n!\,(\frac{l-\mu}2-n)!\,(\frac{l+\mu}2-n)!}.$$

Now $T^{1/2-n}I_n=\gamma^{2n-1}\Gamma(\tfrac12-n,\gamma^2T)$. Since $(-i)^{2n}=(-1)^n$ and $(-i)^{-1}=i$, $(-1)^n\gamma^{2n-1}=ik_z^{2n-1}$. With $k^{-l}=k^{-1}k^{-(l-2n)}k^{-(2n-1)}$ this is Kambe's form,

$$D^{(1)}_L=-\frac{i^{1-m}F}{2^lAk}\sum_{\mathbf g}e^{i\mathbf K\cdot\boldsymbol\tau-im\varphi_g}\sum_n\frac{(K/k)^{l-2n}(k_z/k)^{2n-1}\,\Gamma(\frac12-n,\gamma^2T)}{n!\,(\frac{l-\mu}2-n)!\,(\frac{l+\mu}2-n)!},$$

on the branch $\sqrt{\gamma^2T}=-ik_z\sqrt T$.

**(d) Obtain the contributions of $G_<$.**

*Solution.* For $\mathbf S\neq0$ write $e^{-(\mathbf r-\mathbf S)^2/4t}=e^{-S^2/4t}\,e^{\mathbf r\cdot\mathbf S/2t}\,e^{-r^2/4t}$. The last factor is radial and equals $1+O(r^2)$, so it leaves the $r^l$ coefficient of the projection unchanged. The middle factor is a plane wave with $i\mathbf p=\mathbf S/2t$. The operator therefore yields $\mathcal Y_L^*(\mathbf S)(2t)^{-l}e^{-S^2/4t}$. Substituting $t=T/u$,

$$\int_0^Tt^{-l-3/2}e^{-S^2/4t+Et}dt=T^{-l-1/2}\int_1^\infty u^{l-1/2}e^{-uS^2/4T}e^{ET/u}du.$$

Expanding $e^{ET/u}$ gives powers $u^{-(j-l)-1/2}$, and $4\pi(4\pi)^{-3/2}=(4\pi)^{-1/2}$:

$$D^{(2)}_L=-\frac{T^{-l-1/2}}{\sqrt{4\pi}\,(2k)^l}{\sum_{\mathbf R}}'e^{i\mathbf k_\parallel\cdot\mathbf R}\,\mathcal Y_L^*(\mathbf S)\sum_{j\ge0}\frac{(ET)^j}{j!}I_{j-l}\!\left(\frac{S^2}{4T}\right).$$

At $z=0$ the polynomial $\mathcal Y_L^*$ vanishes for odd $l+m$, so $D_L=0$ there. This expresses the mirror symmetry $z\to-z$ and fails for atoms at different heights.

For $\boldsymbol\tau=0$, the $\mathbf R=0$ term of $G_<$ minus $G_0$ is $+\int_T^\infty(4\pi t)^{-3/2}e^{-r^2/4t+Et}dt$. It is spherical, so only $l=0$ survives, with $\mathcal Y_{00}^*=(4\pi)^{-1/2}$: $D^{(3)}=\frac1{4\pi}\int_T^\infty t^{-3/2}e^{Et}dt=I_1(-ET)/(4\pi\sqrt T)$. Use (b) with $\sqrt x=-ik\sqrt T$, $\Gamma(-\tfrac12)=-2\sqrt\pi$ and $j-\tfrac12=(2j-1)/2$:

$$D^{(3)}_L=\delta_{\tau0}\delta_{l0}\Big[\frac{ik}{\sqrt{4\pi}}-\frac1{2\pi\sqrt T}\sum_{j\ge0}\frac{(ET)^j}{j!\,(2j-1)}\Big].$$

Because $G_0=-\cos(kr)/4\pi r-(ik/\sqrt{4\pi})j_0Y_{00}$, the first term is absent when only the cosine part is subtracted.

The sum $D=D^{(1)}+D^{(2)}+D^{(3)}$ is independent of $T$. On a square lattice of side $a$, $T=A/4\pi$ makes $(2\pi/a)^2T=a^2/4T=\pi$. The pieces contain factors up to $e^{ET}$ that must cancel, so at large $E$ a smaller $T$ is needed to avoid rounding loss.

**(e) Find the behaviour of $D_L$ near the threshold $E_g=K^2$ of one beam, and state when the result holds.**

*Solution.* Assume $K\ne0$ and that no other beam has the same $K^2$. Then $k=\sqrt E$ is analytic near $E_g$, and so are $D^{(2)}$, $D^{(3)}$ and all other beams. In the remaining term keep the non-entire part of $I_n$, that is $T^{1/2-n}I_n\to\Gamma(\tfrac12-n)\gamma^{2n-1}$, with $\Gamma(\tfrac12-n)=\sqrt\pi(-4)^nn!/(2n)!$. Using $(-1)^n\gamma^{2n-1}=ik_z^{2n-1}$ and $p=\frac{l-\mu}2-n$, it is

$$-\frac{i^{1-m}F\sqrt\pi}{Ak^lk_z}\,e^{i\mathbf K\cdot\boldsymbol\tau-im\varphi_g}\sum_n\frac{(-1)^n4^nK^{l-2n}k_z^{2n}}{2^l\,p!\,(p+\mu)!\,(2n)!}.$$

The polynomial of (c) evaluated at $(\mathbf K,k_z)$ is $F\epsilon_me^{-im\varphi_g}/\sqrt{4\pi}$ times the same sum with $(-1)^p$ in place of $(-1)^n$, and $(-1)^n=i^{l-\mu}(-1)^p$. The phases combine as $-i\cdot\epsilon_mi^\mu\cdot i^{l-\mu}\cdot\epsilon_m=-i^{l+1}=i^{l-1}$, and $\sqrt\pi\sqrt{4\pi}=2\pi$. Therefore, for even $l+m$,

$$D_L=\frac{2\pi i^{l-1}e^{i\mathbf K\cdot\boldsymbol\tau}}{A\,k_z}\frac{\mathcal Y_L^*(\mathbf K,k_z)}{k^l}+B_L(E),$$

with $B_L$ analytic at $E_g$. The first term is free of $T$. It is the expansion of $e^{i\mathbf K\cdot\boldsymbol\rho}\cos(k_zz)/2iAk_z$, the part of the beam form odd in $k_z$; the companion $\sin(k_z|z|)/k_z$ depends on $k_z^2$ only. Only $n=0$ diverges; $n=1$, present for $l-\mu\ge2$, is of order $k_z$. At $k_z=0$, $K=k$, so

$$D_L\simeq\frac{2\pi i^{l-1}}{A}\,\frac{e^{i\mathbf K\cdot\boldsymbol\tau}\,Y_L^*(\tfrac\pi2,\varphi_g)}{\sqrt{E-E_g}}.$$

The $n=0$ coefficient is nonzero for every even $l+m$. For $L=00$, $\boldsymbol\tau=0$ the term is $-i\sqrt\pi/Ak_z$ above threshold and, with $k_z=i\gamma$, $-\sqrt\pi/A\gamma$ below.

The real-space sum shows the origin, as an estimate: Poisson summation turns it into $\int S\,dS\,d\varphi\,e^{i\mathbf K\cdot\mathbf S}e^{ikS}/S$, the stationary direction opposite to $\mathbf K$ gives $S^{-1/2}e^{-iKS}$, and $\int S^{-1/2}e^{i(k-K)S}dS\propto(k-K)^{-1/2}$. Waves from all atoms along the grazing direction arrive in phase. With absorption, $E=E_g+i\eta$ gives $|k_z|=\sqrt\eta$, which caps the divergence. For $K=0$ the threshold sits at $E=0$, where $k^{-l}$ and $ik$ are themselves singular, and $B_L$ is in general not analytic.

**(f) What is the structure of the divergence in the KKR matrix $G_{LL'}$, and when can it cancel?**

*Solution.* Define $G(\mathbf r-\mathbf r')-G_0=\sum j_l(kr)Y_L(\hat{\mathbf r})\,G_{LL'}\,j_{l'}(kr')Y_{L'}^*(\hat{\mathbf r}')$. Projecting the plane-wave expansion gives $j_{l''}Y_{L''}(\mathbf r)=(4\pi i^{l''})^{-1}\int d\Omega_p\,e^{i\mathbf p\cdot\mathbf r}Y_{L''}(\hat{\mathbf p})$ with $p=k$. Expanding $e^{i\mathbf p\cdot\mathbf r}$ and $e^{-i\mathbf p\cdot\mathbf r'}$ separately gives the matrix $(4\pi)^2i^{l-l'}Y_L^*(\hat{\mathbf p})Y_{L'}(\hat{\mathbf p})$, so $G_{LL'}=4\pi\sum_{L''}i^{l-l'-l''}D_{L''}\int Y_L^*Y_{L'}Y_{L''}d\Omega$. The divergent field is the single plane wave $e^{i\mathbf K\cdot\boldsymbol\rho}/2iAk_z$, so

$$G_{LL'}\simeq\lambda\,v_Lv_{L'}^*,\qquad\lambda=\frac{8\pi^2}{iAk_z},\qquad v_L=i^lY_L^*(\tfrac\pi2,\varphi_g).$$

With one grazing beam the divergent part has rank one. Let each site emit $\sum_La_L(-ik)h_lY_L$ with its Bloch phase. An arriving field $\sum_Lb_Lj_lY_L$ scatters into $ie^{i\delta_l}\sin\delta_l\,b_Lh_lY_L$, so $a_L=-b_L/(k\cot\delta_l-ik)$. Reading off the coefficient of $j_{l'}Y_{L'}^*(\hat{\mathbf r}')$ in the definition of $G_{LL'}$ shows that the other sites add $Ga$ to the incident coefficients $b^0$. Hence $a=-M^{-1}b^0$ with $M=\operatorname{diag}(k\cot\delta_l-ik)+G=M_0+\lambda vv^\dagger$, where $M_0$ is finite at threshold, and $M^{-1}$ is the layer scattering matrix. It equals $M_0^{-1}-M_0^{-1}vv^\dagger M_0^{-1}/(\lambda^{-1}+v^\dagger M_0^{-1}v)$ by the Sherman–Morrison formula. If $M_0$ is invertible and $v^\dagger M_0^{-1}v\ne0$, the layer scattering matrix stays finite and acquires a term linear in $k_z$, a square-root cusp in $E$. This term comes both from $\lambda^{-1}\propto k_z$ and from parts of $M_0$ that are themselves of order $k_z$; the latter are present even in the block with odd $l+m$, where $v_L=0$.

Residues add, and two cancellations follow. At $\mathbf k_\parallel=0$ on a square lattice the four beams with $|\mathbf g|=2\pi/a$ graze together, and for $\boldsymbol\tau=0$ the sum $\sum e^{-im\varphi_g}$ over $\varphi_g=0,\frac\pi2,\pi,\frac{3\pi}2$ is $4$ if $m$ is a multiple of 4 and zero otherwise, so only those $D_L$ diverge. For $\boldsymbol\tau\ne0$ each beam carries its phase $e^{i\mathbf g\cdot\boldsymbol\tau}$ and the rule does not hold in general: for $a=6$ bohr, $\boldsymbol\tau=(3,2)$ bohr, $m=2$ the sum is $-1$. The divergence of the matrix $G_{LL'}$ does not cancel in the star: it is $\lambda\sum_{\mathbf g}v_{\mathbf g}v_{\mathbf g}^\dagger$, with one positive semidefinite term per beam, of rank four for $l\le2$. Adding identical atoms at $\mathbf R-\boldsymbol\tau_c$, $\boldsymbol\tau_c=(\frac a2,\frac a2)$, gives $D(0)+e^{-i\mathbf k_\parallel\cdot\boldsymbol\tau_c}D(\boldsymbol\tau_c)$, whose residue carries $1+e^{i\mathbf g\cdot\boldsymbol\tau_c}$. This vanishes for $\mathbf g=(-2\pi/a,0)$, a beam that the centred lattice does not possess.

**(g) One s-wave scatterer per cell, with phase shift $\delta$ and $\sin\delta\neq0$, is struck by $e^{i\mathbf k_\parallel\cdot\boldsymbol\rho+ik_{z0}z}$. Find the beam amplitudes, check flux, and find their threshold behaviour.**

*Solution.* Each site emits $f_{\rm eff}e^{i\mathbf k_\parallel\cdot\mathbf R}e^{ik|\mathbf r-\mathbf R|}/|\mathbf r-\mathbf R|$, which sums to $-4\pi f_{\rm eff}G$. The field arriving at the origin is $1-4\pi f_{\rm eff}D_{00}Y_{00}$, and $f_{\rm eff}$ is this times $f=1/(k\cot\delta-ik)$. Thus $1/f_{\rm eff}=k\cot\delta-ik+\sqrt{4\pi}D_{00}$. The beam form gives reflected amplitudes $r_{\mathbf g}=2\pi if_{\rm eff}/Ak_{z,g}$ and transmitted ones $\delta_{\mathbf g0}+r_{\mathbf g}$.

At real $E$, $D^{(2)}_{00}$ is real by pairing $\pm\mathbf R$, and $D^{(1)}_{00}=-A^{-1}\sum(\sqrt\pi/\gamma-\text{real})$ with $1/\gamma=i/k_z$ for open beams. Hence $\sqrt{4\pi}\operatorname{Im}D_{00}=k-s$, $s=(2\pi/A)\sum_{\rm open}1/k_z$, and $\operatorname{Im}f_{\rm eff}=s|f_{\rm eff}|^2$. The outgoing flux per incident flux is $1+2\operatorname{Re}r_0+2\sum|r_{\mathbf g}|^2k_{z,g}/k_{z0}$. Here $2\operatorname{Re}r_0=-4\pi s|f_{\rm eff}|^2/Ak_{z0}$ and the last term is $+4\pi s|f_{\rm eff}|^2/Ak_{z0}$, so the flux is 1.

Near the threshold of a single beam, as in (e), $1/f_{\rm eff}=-2\pi i/Ak_z+C$ with $C=k\cot\delta-ik+\sqrt{4\pi}B_{00}$, so exactly

$$r_{\mathbf g}=-\frac1{1+iAk_zC/2\pi},\qquad r_0=\frac{k_z}{k_{z0}}\,r_{\mathbf g}.$$

For $A|k_zC|/2\pi\ll1$, $r_{\mathbf g}\to-1$ and $|r_0|^2\to|E-E_g|/k_{z0}^2$. If instead $N$ beams share the threshold, their $L=00$ residues add, $1/f_{\rm eff}\simeq-2\pi iN/Ak_z$, and each grazing amplitude tends to $-1/N$; the rest of this part assumes $N=1$. For $\mathbf g\ne0$ this one-channel layer is therefore transparent at threshold, because the grazing wave cancels the incident field on the atoms. At the threshold of the incident beam itself, $\mathbf g=0$, $r_0\to-1$ and the layer reflects totally. With more partial waves, under the conditions of (f), only the combination $v^\dagger a$ of the emitted amplitudes is forced to vanish at threshold, and $r_0$ need not vanish.

**(h) Evaluate the model $a=6$ bohr, $\mathbf k_\parallel=(0.2,0.1)$ bohr$^{-1}$, $T=A/4\pi=2.864789$ bohr$^2$, $\delta=\pi/4$.**

*Solution.* For $\mathbf g=(-2\pi/a,0)$, $\mathbf K=(0.2-1.047198,\,0.1)=(-0.847198,\,0.1)$ bohr$^{-1}$, $\varphi_g=3.024100$ rad, and $E_g=0.717744+0.01=0.727744$ Ry (9.90 eV). The next threshold is at 0.937183 Ry.

At $E=0.85$ Ry, $\boldsymbol\tau=0$, in bohr$^{-1}$, $\operatorname{Re}D_{00}=0.275790-0.010409-0.303715=-0.038334$. With $T/2$ the pieces are $0.033712-0.000129-0.071916$, the same sum to rounding. The imaginary parts follow from (g): $\sqrt\pi/36=0.049235$ and $-0.049235\,(1/0.894427+1/0.349652)=-0.195857$, while $0.921954/\sqrt{4\pi}=0.260079$; their sum is the printed $0.064221$ to rounding.

The residues $\lim k_zD_L$, in bohr$^{-2}$, are $-0.049235\,i$ for $L=00$ and, with $Y_{11}^*=-\sqrt{3/8\pi}\,e^{-i\varphi_g}$, $0.059884+0.007069\,i$ for $L=11$. For $\boldsymbol\tau=(3,2)$ bohr each is multiplied by $-0.696707-0.717356\,i$. At $E-E_g=\mp10^{-6}$ Ry, $|k_z|=10^{-3}$ bohr$^{-1}$, and $D_{00}$ is $-49.1829+0.1808\,i$ below and $0.0519-49.0540\,i$ above, while $B_{00}=0.05192+0.18084\,i$ on both sides. For $l\le2$ the nonzero singular value of $k_z\lambda vv^\dagger$ is $(8\pi^2/36)\sum_l(2l+1)/4\pi=\pi/2$; the computed values at $E_g+10^{-10}$ Ry are $1.570789$ and $1.7\times10^{-5}$ bohr$^{-2}$. Centring the cell reduces $|D_{00}|$ at $E_g+10^{-8}$ Ry from 492.2 to 0.178 bohr$^{-1}$. For the star, $k_zD_{44}=-0.30895\,i$ against $4\times(-0.077237\,i)$.

The specular reflectivity follows the leading law at $\mp10^{-6}$ Ry ($1.493\times10^{-6}$ and $1.472\times10^{-6}$ against $1.4755\times10^{-6}$), but at $\mp0.01$ Ry it is strongly asymmetric: 0.0858 against 0.01498 below, 0.00908 against 0.01454 above. The exact denominator accounts for this. Here $\operatorname{Im}C=-2\pi/Ak_{z0}$ and $A|k_z|/2\pi=0.57296$ bohr. Below, $k=0.84720$ and $\operatorname{Re}C=0.84720+\sqrt{4\pi}\,(0.056732)=1.04831$ bohr$^{-1}$; the denominator $1-A\gamma C/2\pi$ has squared modulus $(1-0.60064)^2+0.01498=0.17447$, and $0.014976/0.17447=0.0858$. Above, $\operatorname{Re}C=0.85892+0.16622=1.02514$ bohr$^{-1}$ and $k_z/k_{z0}=\sqrt{0.014540}=0.12058$; the squared modulus is $1.12058^2+0.58736^2=1.6007$, and $0.014540/1.6007=0.00908$. The correction to the leading law is of relative order $|k_z|=\sqrt{|E-E_g|}$ and so decays slowly: at $\mp10^{-4}$ Ry the reflectivity is $1.668\times10^{-4}$ below and $1.435\times10^{-4}$ above, still 13% above and 3% below the leading values $1.476\times10^{-4}$ and $1.475\times10^{-4}$.

The numerical check below tests the formulas against the direct Hankel sum at complex $E$ on an oblique lattice (largest absolute deviation $8\times10^{-11}$ bohr$^{-1}$) and against the beam form at real $E$ ($1\times10^{-12}$ bohr$^{-1}$). The fitted exponents lie between $-0.50009$ and $-0.49995$. A combination of three complex energies that removes the constant and linear terms of $B_L$ recovers the singular term from the direct sum alone, within 0.6% of the same combination of the beam term.

## Computed values

```
a = 6.0 bohr, A = 36.0 bohr^2, T = 2.864789 bohr^2, 2pi/a = 1.047198 1/bohr
kpar = (0.2, 0.1) 1/bohr, tau = (3.0, 2.0) bohr, delta0 = 0.785398 rad
K_g = (-0.847198, 0.100000) 1/bohr, phi_g = 3.024100 rad
E_g = 0.727744 Ry = 9.9015 eV; next threshold 0.937183 Ry
E = 0.85 Ry: k = 0.921954, kz_0 = 0.894427, kz_g = 0.349652 1/bohr
tau=0, E = 0.85 Ry, 1/bohr: D1, D2, D
 L=(0, 0): +0.275790-0.195857i -0.010409+0.000000i -0.038334+0.064221i
 L=(1, 1): +0.002102+0.100782i +0.008350+0.014091i +0.010452+0.114873i
 L=(2, 0): -0.077136+0.022725i +0.022858+0.000000i -0.054278+0.022725i
 L=(2, 2): -0.286367+0.190561i +0.010675-0.001084i -0.275692+0.189477i
 L=(3, -1): -0.149055-0.235822i -0.016633+0.028425i -0.165689-0.207398i
tau=(3,2), E = 0.85 Ry, 1/bohr: D1, D2, D
 L=(0, 0): +0.032102+0.245848i -0.087606-0.075834i -0.055504+0.170013i
 L=(1, 1): -0.001638-0.180789i -0.061045+0.103111i -0.062683-0.077677i
 L=(2, 0): -0.318227+0.050740i +0.113583+0.104841i -0.204644+0.155581i
 L=(2, 2): +0.215181+0.149181i +0.024108+0.003107i +0.239289+0.152288i
 L=(3, -1): -0.070551+0.138189i -0.066161+0.026642i -0.136712+0.164830i
D3 (tau=0, L=00, E=0.85 Ry) = -0.303715+0.260079i 1/bohr
T/2, L=00: D1 +0.033712-0.195857i, D2 -0.000129-0.000000i, D3 -0.071916+0.260079i 1/bohr
residues lim kz*D_L at E_g, tau=0, 1/bohr^2
 L=(0, 0): +0.000000-0.049235i
 L=(1, 1): +0.059884+0.007069i
 L=(2, 0): +0.000000-0.055046i
 L=(2, 2): -0.015697+0.065565i
 L=(3, -1): -0.056017+0.006612i
phase factor exp(iK_g.tau) = -0.696707-0.717356i
E-E_g (Ry), D00, B00 (1/bohr), specular reflectivity, (E-E_g)/kz_0^2
 -1e-02 -0.435617+0.178739i +0.056732+0.178739i 8.5837e-02 -1.4976e-02
 -1e-04 -4.871518+0.180823i +0.051965+0.180823i 1.6678e-04 -1.4757e-04
 -1e-06 -49.182913+0.180844i +0.051917+0.180844i 1.4932e-06 -1.4755e-06
 +1e-06 +0.051916-49.053985i +0.051916+0.180844i 1.4719e-06 +1.4755e-06
 +1e-04 +0.051867-4.742618i +0.051867+0.180865i 1.4351e-04 +1.4753e-04
 +1e-02 +0.046889-0.309420i +0.046889+0.182928i 9.0837e-03 +1.4540e-02
E = 0.85 Ry: r_0 = -0.123170+0.139450i, r_g = -0.315076+0.356721i, flux sum = 1.000000000000
r_g at E_g+1e-8 Ry = -0.999878+0.000594i
fitted exponent range: -0.50009 to -0.49995
singular values of kz*G at E_g+1e-10 Ry: 1.570789, 1.72e-05 1/bohr^2
E_g+1e-8 Ry: |D00| square 492.167, centred 0.178145 1/bohr
kpar=0 star: kz*D44 = +0.000049-0.308946i, one beam +0.000000-0.077237i 1/bohr^2
max error vs direct sum 8.3e-11, vs beam sum 9.8e-13, T change 2.5e-15 1/bohr
direct-sum singular amplitude, max relative deviation 0.0056
```
